# Effective Spin-Half Exchange of an Easy-Plane Spin-3/2 Adatom

## What a two-state calculation must use

A calculation of the Kondo spectrum or the spin lifetime of a magnetic adatom can keep all the states of its spin or a low-energy pair. For a spin 3/2 this is a choice between four states and two. The smaller problem is cheaper, but its exchange constants must be entered by hand. When the spin 3/2 has an easy plane, the case treated here, copying the isotropic exchange of the full spin into the two-state model makes the spin-flip coupling too small by a factor of two, and the lowest-order flip rate too small by a factor of four. The correct constants follow from a projection, and the second-order corrections to it show at what energy the replacement may be made.

## Model and conventions

Let \(\mathbf S\) be the adatom spin, \(S=3/2\), in units of \(\hbar\). The Hamiltonian is

\[
H=H_{\rm band}+DS_z^2+J\,\mathbf S\cdot\mathbf s,\qquad D>0, \tag{1}
\]

where \(\mathbf s=\tfrac12\sum_{\alpha\beta}c^\dagger_\alpha\boldsymbol\sigma_{\alpha\beta}c_\beta\) is the electron spin in the orbital \(c\) next to the adatom. Positive \(J\) is antiferromagnetic. The density of states \(\rho\) of that orbital is counted per spin and taken as constant, so \(\rho J\) is dimensionless. Energies are given in meV.

Positive \(D\) penalizes a large \(|S_z|\): \(z\) is the hard axis and \(xy\) the easy plane. The eigenvalue of \(S_z\) is \(m\), and

\[
E_{\pm1/2}=\frac D4,\qquad E_{\pm3/2}=\frac{9D}4,\qquad \Delta=E_{\pm3/2}-E_{\pm1/2}=2D. \tag{2}
\]

Let \(P\) project on \(m=\pm1/2\) and \(Q=1-P\) on \(m=\pm3/2\). When the exchange, the temperature and the retained electron energies are small compared with \(\Delta\), degenerate perturbation theory gives \(PHP\) as the leading effective Hamiltonian.

## Projection to first order

Define a pseudospin \(\boldsymbol\tau\) of length one half by \(\tau_z|\pm\tfrac12\rangle=\pm\tfrac12|\pm\tfrac12\rangle\) and \(\tau_+|-\tfrac12\rangle=|\tfrac12\rangle\). Since \(S_z\) is diagonal with the same eigenvalues, \(PS_zP=\tau_z\). For the transverse components, use

\[
S_+|m\rangle=\sqrt{S(S+1)-m(m+1)}\;|m+1\rangle. \tag{3}
\]

At \(m=-1/2\) the root is \(\sqrt{15/4+1/4}=2\). Acting on \(m=+1/2\), \(S_+\) leads to \(m=3/2\), which \(P\) removes. Thus \(PS_\pm P=2\tau_\pm\). With \(S_x=(S_++S_-)/2\) and \(S_y=(S_+-S_-)/2i\),

\[
PS_xP=2\tau_x,\qquad PS_yP=2\tau_y,\qquad PS_zP=\tau_z. \tag{4}
\]

The electron operators are untouched by \(P\), so (1) becomes

\[
H_{\rm eff}=H_{\rm band}+\frac D4+J_z\tau_zs_z+J_\perp(\tau_xs_x+\tau_ys_y),
\qquad J_z=J,\quad J_\perp=2J. \tag{5}
\]

The factor two has a direct meaning. The state \((|\tfrac12\rangle+|-\tfrac12\rangle)/\sqrt2\) has \(\langle S_x\rangle=1\), whereas \(m=1/2\) has \(\langle S_z\rangle=1/2\). The doublet can develop twice the moment in the easy plane that it can along the hard axis.

Turning the pseudospin by \(\pi\) about \(z\) reverses \(\tau_x\) and \(\tau_y\), so the sign of \(J_\perp\) is a convention. The magnitudes and the product \(J_xJ_yJ_z=4J^3\) are not. The product is fixed because the trace of \((PS_xP)(PS_yP)(PS_zP)\) does not depend on the basis, and \(\mathrm{Tr}\,\tau_x\tau_y\tau_z=i/4\).

For another half-integer spin with \(D>0\), (3) gives \(\sqrt{S(S+1)+1/4}=S+1/2\), hence \(J_\perp/J_z=S+1/2\). For \(S=1/2\) the exchange is isotropic, as it must be. The opposite sign of \(D\) gives a different low-energy doublet. The lowest doublet of \(S=3/2\) is then \(m=\pm3/2\), with \(J_z=3J\) and \(J_\perp=0\), since one application of \(S_\pm\) cannot connect \(m=-3/2\) to \(m=3/2\). First-order exchange flips the easy-plane doublet but not the easy-axis one.

A magnetic field couples through \(g\mu_B\mathbf B\cdot\mathbf S\), so (4) also gives \(g_z=g\) and \(g_\perp=2g\). For \(g=2\) and 1 T, the four-level Hamiltonian gives splittings of 0.1158 meV along \(z\) and 0.2315 meV along \(x\). This doubling reveals the same matrix elements as the exchange.

## A localized partner

Replace the band by one localized spin one half. This case can be solved without projection, because \(M=m+\sigma\), the sum of the two \(z\) components, is conserved.

The sector \(M=0\) contains \(|\tfrac12,\downarrow\rangle\) and \(|-\tfrac12,\uparrow\rangle\), and no state with \(m=\pm3/2\). Both diagonal energies are \(D/4-J/4\). Writing the transverse exchange as \(\tfrac J2(S_+s_-+S_-s_+)\), the off-diagonal element is \((J/2)\times2=J\). Therefore

\[
E_{M=0}-\frac D4=-\frac{5J}4,\ \frac{3J}4. \tag{6}
\]

The projected model gives these two levels without error. In the sector \(M=1\), \(|\tfrac12,\uparrow\rangle\) has energy \(D/4+J/4\) and \(|\tfrac32,\downarrow\rangle\) has energy \(9D/4-3J/4\). They are coupled by \((J/2)\sqrt3\). Their separation is \(2D-J\), so the lower level is pushed down by

\[
\delta=-\frac{3J^2/4}{2D-J}+\dots=-\frac{3J^2}{8D}+O(J^3/D^2). \tag{7}
\]

The sector \(M=-1\) gives the same shift. In (5) the parallel levels lie at \(J_z/4\) and the mean of the \(M=0\) pair at \(-J_z/4\), both relative to \(D/4\). Their difference is \(J_z/2\), so a shift \(\delta\) of the parallel levels changes \(J_z\) by \(2\delta\):

\[
J_z=J-\frac{3J^2}{4D}+\dots,\qquad J_\perp=2J. \tag{8}
\]

For \(D=3\) meV and \(J=0.3\) meV, the projected levels are \(-0.375\), \(0.075\) (twice) and \(0.225\) meV. The full model moves the middle pair to 0.0632 meV and leaves the others in place. It gives \(J_z=0.276\) meV, \(J_\perp=0.600\) meV and a ratio of 2.17. Equation (8) predicts \(J_z=0.3-0.0225=0.2775\) meV; the small remainder comes from higher orders.

## Band electrons and the proper cutoff

A band also supplies virtual electrons and holes. Consider an electron at the Fermi energy, an empty orbital at \(e\) and a filled orbital at \(-e\). Let \(t_a=\sigma_a/2\), and let the intermediate adatom state belong to \(R=P\) or \(R=Q\), with excitation energy \(\delta_P=0\) or \(\delta_Q=\Delta\).

In the particle path the electron enters the empty orbital and returns. Second-order perturbation theory gives

\[
-\frac{J^2}{e+\delta_R}\sum_{ab}PS_aRS_bP\;t_at_b . \tag{9}
\]

In the hole path an electron first leaves the filled orbital, and the original electron then fills the hole. The electron matrices appear in the order \(t_bt_a\). Restoring the order \(c^\dagger c\) exchanges two fermion operators and reverses the sign. The extra term from their anticommutator is independent of the electron spin and constant within the doublet. The sum of the two paths therefore contains \([t_a,t_b]=i\sum_c\epsilon_{abc}t_c\):

\[
\delta H_R=-\frac{J^2}{e+\delta_R}\sum_cK_c^R s_c,\qquad
K_c^R=i\sum_{ab}\epsilon_{abc}PS_aRS_bP. \tag{10}
\]

For \(c=z\), inserting the ladder operators gives

\[
K_z^R=i\,P(S_xRS_y-S_yRS_x)P=\tfrac12P(S_-RS_+-S_+RS_-)P. \tag{11}
\]

On \(m=1/2\), \(R=Q\) permits the first term, with weight \((\sqrt3)^2=3\), while \(R=P\) permits the second, with weight \(2^2=4\). The signs reverse on \(m=-1/2\). Hence \(K_z^Q=3\tau_z\) and \(K_z^P=-4\tau_z\).

For \(c=x\), \(K_x^R=iP(S_yRS_z-S_zRS_y)P\). Since \(S_z\) does not connect \(P\) and \(Q\), \(K_x^Q=0\). Within the doublet, (4) gives \(K_x^P=2i[\tau_y,\tau_z]=-2\tau_x\), and \(y\) follows by rotation about \(z\). The changes are

\[
\delta J_z=\frac{4J^2}{e}-\frac{3J^2}{e+\Delta},\qquad
\delta J_\perp=\frac{2J^2}{e}. \tag{12}
\]

Exact diagonalization of the adatom with one filled, one singly occupied and one empty orbital tests these coefficients. For \(D=3\) meV and \(e=2\), 5 and 40 meV, the second-order part of the couplings agrees with (12) plus the localized term \(-3J^2/(4D)\) of (8), to about one part in a thousand. The localized term arises because the singly occupied orbital is discrete.

For \(e\gg\Delta\), (12) becomes \(\delta J_z=J^2/e\) and \(\delta J_\perp=2J^2/e\). Both couplings grow by the same fraction, so high-energy electrons renormalize one isotropic \(J\). They see the full spin 3/2, because the anisotropy is small on their energy scale.

If the band is cut off at \(\Lambda\) and the upper doublet is simply discarded, the second term of \(\delta J_z\) is lost. Summing over orbitals with \(\rho\int d\varepsilon\) gives

\[
\left.\frac{\delta J_z}{J}\right|_Q=-3\rho J\int_0^\Lambda\frac{d\varepsilon}{\varepsilon+\Delta}
=-3\rho J\ln\!\left(1+\frac\Lambda\Delta\right). \tag{13}
\]

For \(\rho J=0.1\) and \(\Lambda=\Delta\), this is \(-0.3\ln2=-0.21\) relative to \(J\). For a band that really ends at \(\Delta\), the factor two in (5) is thus a leading-order value, and \(J_z\) carries a correction of some twenty per cent. For a much wider band, this correction should not be added if \(J\) at the scale \(\Delta\) comes from the isotropic flow (14) below. That flow overstates the \(Q\) term above \(\Delta\) by \(3\rho J\ln2\), which to second order cancels what the projection omits below \(\Delta\).

Projection at the band edge is much worse. The high-energy limit of (12) gives \(d(\rho J)/d\ln(1/\Lambda)=(\rho J)^2\), whose solution is

\[
\frac1{\rho J(W)}=\frac1{\rho J(\Delta)}+\ln\frac W\Delta . \tag{14}
\]

For a half-width \(W=1000\) meV and \(\Delta=6\) meV, \(\rho J(\Delta)=0.1\) corresponds to \(\rho J(W)=0.066\). Equation (13) at \(\Lambda=W\) then gives \(-1.02\). This does not mean that \(J_z\) vanishes; it means that the discarded term is as large as the term retained. One should first bring the isotropic coupling down to about \(\Delta\) and then project. The \(D\) to be used there is half the actual excitation energy, with any exchange shift already included.

## Flow below the anisotropy gap

At energies below \(\Delta\), the \(Q\) contribution no longer grows logarithmically. The doublet contribution must now be written for unequal couplings. Repeating (10) with \(J_a\tau_a\) in place of \(JS_a\) gives \(\delta J_z=J_\perp^2/e\) and \(\delta J_\perp=J_zJ_\perp/e\). Let \(j_z=\rho J_z\), \(j_\perp=\rho J_\perp\) and \(l=\ln(\Delta/\text{energy})\). Then

\[
\frac{dj_z}{dl}=j_\perp^2,\qquad \frac{dj_\perp}{dl}=j_zj_\perp . \tag{15}
\]

The derivative of \(j_\perp^2-j_z^2\) is \(2j_zj_\perp^2-2j_zj_\perp^2=0\). Its initial value from (5) is \(4(\rho J)^2-(\rho J)^2=c^2\), with \(c=\sqrt3\,\rho|J|\). Thus \(dj_z/dl=j_z^2+c^2\). For \(J>0\), the initial condition \(j_z/c=1/\sqrt3=\tan(\pi/6)\) gives

\[
j_z=c\tan\!\left(cl+\frac\pi6\right),\qquad
j_\perp=\frac c{\cos(cl+\pi/6)},\qquad
\frac{J_\perp}{J_z}=\frac1{\sin(cl+\pi/6)}. \tag{16}
\]

The ratio starts at two and falls towards one as the couplings grow. They diverge at \(cl+\pi/6=\pi/2\), which supplies a leading-logarithm estimate of the Kondo scale:

\[
k_BT_K\simeq2D\exp\!\left(-\frac{\pi}{3\sqrt3\,\rho J}\right)
=2D\exp\!\left(-\frac{0.605}{\rho J}\right). \tag{17}
\]

An isotropic spin one half with the same \(J\) and cutoff would have \(1/(\rho J)\) in the exponent. The stronger transverse exchange raises the Kondo scale. The divergence marks the end of this weak-coupling calculation, not an infinite physical coupling.

For ferromagnetic \(J<0\), the same equation starts from \(j_z/c=-\tan(\pi/6)\). Then \(j_z=c\tan(cl-\pi/6)\), which passes through zero and diverges after \(l=2\pi/(3\sqrt3\rho|J|)\). The easy-plane doublet can thus approach Kondo screening even for ferromagnetic exchange, though after twice the flow length.

## Spin lifetime of the example

Take \(D=3\) meV, \(\rho J=0.1\) at the scale \(\Delta=6\) meV, and \(T=4\) K, so that \(k_BT=0.3447\) meV. At zero field, the adatom passes from \(m=1/2\) to \(-1/2\) while an electron turns from down to up. The matrix element is \((J/2)\times2=J\). With \(f\) the Fermi function, \(f(1-f)=-k_BT\,df/d\varepsilon\), whose integral is \(k_BT\). Fermi's golden rule gives

\[
\Gamma=\frac{2\pi}\hbar(\rho J)^2\int f(1-f)\,d\varepsilon
=\frac{2\pi}\hbar(\rho J)^2k_BT . \tag{18}
\]

Numerically,

\[
\Gamma=\frac{2\pi(0.1)^2(0.3447\ {\rm meV})}{\hbar}
=3.3\times10^{10}\ {\rm s^{-1}},\qquad \Gamma^{-1}=30\ {\rm ps}. \tag{19}
\]

A true spin one half has the matrix element \(J/2\) and, at the same \(\rho J\) and temperature, a flip time of 122 ps. Since flips occur in both directions at rate \(\Gamma\), a population difference decays at \(2\Gamma\), in about 15 ps here. A stored \(S_z\) is lost quickly even though thermal excitation to the upper doublet is negligible: its Boltzmann factor is \(2.8\times10^{-8}\). The gap blocks thermal excitation, but it does not block a direct flip within the lowest doublet.

The flow changes this estimate. From \(\Delta\) to \(k_BT\), \(l=\ln(6/0.3447)=2.86\). Equation (16) gives \(j_z=0.28\) and \(j_\perp=0.33\), a ratio of 1.18. Putting the grown \(j_\perp\) into the golden rule multiplies the rate by \((0.330/0.200)^2=2.7\) and shortens the flip time to about 11 ps. The point at which the flow stops is known only up to a factor of order one: stopping at \(2k_BT\) instead gives about 16 ps. The spread from 30 to 11 ps shows that the lifetime is an order-of-magnitude result at this coupling. Equation (17) gives \(T_K\simeq0.16\) K. The leading logarithms do not fix the prefactor, and higher orders lower the scale, here by a factor of about three to four. The example thus remains well above the screening temperature.

The upper doublet must also be well defined. Decay from \(m=3/2\) to \(1/2\) has squared matrix element \(3J^2/4\). For \(k_BT\ll\Delta\), the electron phase-space integral \(\int f(\varepsilon)[1-f(\varepsilon+\Delta)]d\varepsilon\) is \(\Delta\). The width is

\[
\hbar\Gamma_{\rm up}=\frac{3\pi}2(\rho J)^2\Delta=0.28\ {\rm meV}, \tag{20}
\]

or 4.7% of the gap. The two doublets remain distinct.

## Transverse anisotropy and a real adatom

A surface site of low symmetry can add \(E(S_x^2-S_y^2)=\tfrac E2(S_+^2+S_-^2)\). It couples \(|\pm\tfrac12\rangle\) to \(|\mp\tfrac32\rangle\) with matrix element \((E/2)(2\sqrt3)=\sqrt3E\). To first order the low states are

\[
|\psi_\pm\rangle=|\pm\tfrac12\rangle-a|\mp\tfrac32\rangle,\qquad a=\frac{\sqrt3E}{2D}. \tag{21}
\]

The element of \(S_x\) between them is \(1-2a(\sqrt3/2)=1-\sqrt3a\). For \(S_y\), the lowering part has the opposite sign, and the element is \(-i(1+\sqrt3a)\). Comparison with \(\tau_x\) and \(\tau_y\), whose elements are \(1/2\) and \(-i/2\), gives

\[
J_x=2J\left(1-\frac{3E}{2D}\right),\qquad
J_y=2J\left(1+\frac{3E}{2D}\right),\qquad J_z=J+O(E^2/D^2). \tag{22}
\]

For \(E=0.1\) meV the predicted change is \(3(0.1)/6=5\%\). Diagonalization gives \(J_x/J=1.90\), \(J_y/J=2.10\) and \(J_z/J=0.997\). The doublet remains degenerate at zero field because a half-integer spin has Kramers degeneracy.

A cobalt atom on copper nitride over copper is a real case of this kind, with a hard-axis anisotropy of roughly 3 meV and a Kondo temperature of a few kelvin. The coupling \(\rho J=0.1\) is a round choice for a more weakly coupled atom; its Kondo scale is far below that of the cobalt atom. Equation (17) requires \(\rho J=0.19\) for a scale of 3 K; since (17) overestimates the scale, the coupling actually needed is somewhat larger. The real atom therefore strains the assumption of weak exchange. The model also assumes a single screening orbital, no potential scattering, and an isotropic bare \(J\) and \(g\), although the spin-orbit coupling that produces \(D\) can make these anisotropic as well. None of these assumptions is examined here. At 0.19, (20) gives the upper doublet a width of about 17% of the gap instead of 4.7%, and 4 K lies close to the Kondo scale. The doublet and its projected matrix elements remain a useful starting point, but spectra and lifetimes then need a nonperturbative treatment, preferably with all four adatom states.

## Computed values

```
Anisotropy D: 3.00 meV; doublet gap 2D: 6.00 meV
Adatom levels: [0.75 0.75 6.75 6.75] meV
Projected Jx/J, Jy/J, Jz/J: [2. 2. 1.]
Signed product JxJyJz/J^3: 4.000000
Field: 1.0 T; free g factor: 2.0
Zeeman splitting, field along z: 0.1158 meV
Zeeman splitting, field along x: 0.2315 meV
Localized partner exchange J: 0.30 meV
Partner levels, full model: [-0.375    0.06318  0.06318  0.225  ] meV
Partner levels, projected: [-0.375  0.075  0.075  0.225] meV
Partner Jz from full levels: 0.2764 meV
Partner Jperp from full levels: 0.6000 meV
Partner ratio Jperp/Jz, full: 2.1710
Chosen rho*J at scale 2D: 0.100
Projected rho*Jz, rho*Jperp: 0.100, 0.200
Temperature: 4.0 K; kT: 0.3447 meV
Flip rate +1/2 to -1/2: 3.290e+10 1/s
Flip time: 30.39 ps
Flip time of a true spin half: 121.57 ps
Boltzmann factor of upper doublet: 2.76e-08
Width of upper doublet: 0.283 meV
Width / gap: 0.0471
Virtual change of Jz/J, cutoff 2D: -0.208
Band half-width: 1000 meV
rho*J at band edge: 0.0662
Virtual change of Jz/J, cutoff at band edge: -1.017
Flow length ln(2D/kT): 2.857
rho*Jz, rho*Jperp run down to kT: 0.2810, 0.3301
Ratio Jperp/Jz at kT: 1.175
Flip-rate growth by the flow: factor 2.72
Flip time with run couplings: 11.16 ps
Flow length to strong coupling: 6.046
Kondo temperature estimate: 0.165 K
rho*J needed for a Kondo scale of 3 K: 0.192
Transverse anisotropy E: 0.10 meV
Jx/J, Jy/J, Jz/J with E: [1.8985 2.0982 0.9967]
```
